# Nested dissection costs from separator sizes in two and three dimensions

## What the matrix size does not tell

A Hamiltonian on a three-dimensional grid of $127^3=2\,048\,383$ points, with each point coupled to its 26 nearest surrounding points, has at most 27 nonzero entries per row. At 16 bytes per complex number these entries take less than 0.9 GB, not counting their indices. Someone who plans a direct factorization of $H-z$ from this figure will greatly underestimate the memory it needs. With the points numbered row by row, the triangular factor needs about 530 GB. With a good numbering it still needs 47 GB.

The factor is larger than the matrix because elimination creates new couplings. Removing a region $R$ from $(H-z)\psi=f$ leaves on the remaining points $B$ the matrix

$$
H_{BB}-z-H_{BR}(H_{RR}-z)^{-1}H_{RB}.
$$

If $R$ is connected, the last term is in general an energy-dependent coupling between all points that border $R$. What has to be stored is set by the sizes of such borders, and nested dissection keeps them small.

## Back-of-envelope argument

Take a cubic grid in $d$ dimensions with about $K$ points per side, so $n\approx K^d$. Cut it by planes into $2^d$ boxes of half the side, cut each of these again, and so on. Number the points of every cutting plane, called a separator, after the points on its two sides.

After $j$ rounds there are $2^{dj}$ boxes of side $L=K/2^j$. A separator in such a box has about $L^{d-1}$ points, and the border of the box has a similar number. Eliminating the separator therefore means handling a dense matrix of dimension about $L^{d-1}$. This costs about $L^{2(d-1)}$ stored numbers and $L^{3(d-1)}$ operations. The totals of round $j$ are

$$
2^{dj}\left(\frac{K}{2^j}\right)^{2(d-1)}=K^{2(d-1)}\,2^{(2-d)j},
\qquad
2^{dj}\left(\frac{K}{2^j}\right)^{3(d-1)}=K^{3(d-1)}\,2^{(3-2d)j}.
$$

In two dimensions the storage is the same in every round. There are $\log_2K$ rounds, so the fill grows as $K^2\log K\sim n\log n$. The work falls by a factor 2 per round, the sum converges, and the work grows as $K^3=n^{3/2}$. In three dimensions the factors are $1/2$ and $1/8$. Both sums converge, giving $K^4=n^{4/3}$ and $K^6=n^2$.

In one dimension both factors are 2. The smallest boxes then dominate, and since there are of order $n$ of them, fill and work are both proportional to $n$, as for a tridiagonal matrix.

This argument gives exponents but no prefactors, and it treats boxes at the edge of the domain like those inside. Both points matter for the numbers.

## Assumptions and the rule for fill

Let $K=2^m$ and let the grid have $K-1$ points per side, $n=(K-1)^d$. Each point couples to all points that differ from it by at most one step along every axis; this is the compact stencil. The domain has open ends, not periodic ones. $H$ is real and symmetric and $\operatorname{Im}z\neq0$. The kinetic scale $\hbar^2/(2Ma^2)$, with $M$ the particle mass and $a$ the grid spacing, multiplies matrix entries but does not affect which of them vanish, so it drops out of all counts.

We factor $H-z=LDL^T$ without exchanging rows. Every leading block of $H$ is real symmetric and has real eigenvalues $\lambda$, so the same block of $H-z$ has eigenvalues $\lambda-z\neq0$. Its determinant is nonzero. Each pivot is a ratio of successive leading determinants, so no pivot vanishes. This guarantees existence, not accuracy. When $z$ lies very close to an eigenvalue of a leading block, a pivot can be tiny and rounding errors large, even if $z$ is not close to any eigenvalue of $H$ itself.

Eliminating point $u$ changes the remaining entries by

$$
A_{ab}\;\to\;A_{ab}-\frac{A_{au}A_{ub}}{A_{uu}} ,
$$

which couples every pair $a,b$ of remaining neighbours of $u$. Suppose a path leads from $j$ to a later point $i$ through points numbered before $j$. Eliminating the inner points one at a time joins the two neighbours of each on the path, until $j$ and $i$ are directly coupled. Conversely, every new coupling arises from such a path. Thus, apart from accidental cancellation, column $j$ of $L$ has an entry in row $i>j$ when $i$ can be reached from $j$ through earlier points.

Let $\eta_j$ be the number of entries below the diagonal in column $j$. Counting the unit diagonal as stored, the fill is

$$
F=\sum_j(\eta_j+1).
$$

Eliminating point $j$ updates the lower triangle of an $\eta_j\times\eta_j$ block, diagonal included. The work, in multiply-subtract pairs, is

$$
W=\sum_j\frac{\eta_j(\eta_j+1)}2 .
$$

The $\eta_j$ divisions per column are not counted; they are fewer by a factor of order $\eta_j$. The fill also measures the cost of using the factor, since each triangular solve uses every off-diagonal entry of $L$ once.

## The cost of one separator

Consider a box whose separator has $s$ points. Let $b$ be the number of grid points in the shell one step outside the box. These lie on earlier cutting planes and are numbered later. When the separator's turn comes, both halves of the box have been eliminated. Each half is connected, every separator point touches both, and with the compact stencil every shell point touches at least one. So each separator point reaches all remaining separator points and the whole shell. It reaches nothing beyond, because the shell is not yet eliminated. For the last boxes, which are single points, the same count holds directly.

The successive values of $\eta$ are $b+s-1,\,b+s-2,\ldots,b$. Hence

$$
F_{\rm sep}=\sum_{t=0}^{s-1}(b+t+1)=sb+\frac{s(s+1)}2 .
$$

For the work we use $\eta(\eta+1)/2=\binom{\eta+1}{2}$ and $\binom{\eta+2}{3}-\binom{\eta+1}{3}=\binom{\eta+1}{2}$, so that the sum telescopes:

$$
W_{\rm sep}=\binom{b+s+1}{3}-\binom{b+1}{3}
\simeq g(s,b),\qquad g(s,b)=\frac{(b+s)^3-b^3}{6}.
$$

The leading form follows from $\binom{N+1}{3}=(N^3-N)/6$.

This count was tested against the nonzeros of actual numerical factors for disordered Hamiltonians with $n=225$ in two dimensions and $n=343$ in three, and against elimination on the graph for grids up to $K=128$ and $K=32$ respectively. The integers agree.

## Fill in two dimensions

Take a square of $(L-1)^2$ points surrounded by shell on all sides. Its shell has $(L+1)^2-(L-1)^2=4L$ points and its separator $L-1$. The fill is

$$
4L(L-1)+\frac{(L-1)L}{2}=\frac92L^2-\frac92L .
$$

Each half has $(L/2-1)(L-1)$ points. Its shell has $(L/2+1)(L+1)-(L/2-1)(L-1)=3L$ points, and the separator across it has $L/2-1$. The two halves together give

$$
2\left(\frac L2-1\right)\left(3L+\frac L4\right)=\frac{13}{4}L^2-\frac{13}{2}L .
$$

One round in an interior square thus costs $\frac{31}{4}L^2-11L$. If all squares were interior, the $4^j$ squares with $L=K/2^j$ would give

$$
\sum_{j=0}^{m-1}\left(\frac{31}{4}K^2-11K\,2^j\right)
=\frac{31}{4}K^2\log_2K-11K(K-1).
$$

Squares at the edge of the domain cost less, because there is no shell outside the domain. As $F_{\rm sep}$ is linear in $b$, we can subtract, for each domain side, $s$ times the missing shell length. To leading order, let a square touch a side parallel to its first cut. The first separator loses $L\cdot L$. Of the two halves one touches, and it loses $\frac L2\cdot L$. For a side perpendicular to the first cut, the first separator again loses $L^2$, and both halves touch with length $L/2$, losing $2\cdot\frac L2\cdot\frac L2$. Either way the loss is $\frac32L^2$. Each of the four sides has $2^j$ touching squares, so round $j$ loses

$$
4\cdot2^j\cdot\frac32\,\frac{K^2}{4^j}=\frac{6K^2}{2^j},
$$

and all rounds together lose $12K^2$. Therefore

$$
F=K^2\left(\frac{31}{4}\log_2K-23\right)+O(K\log K)
\simeq\frac{31}{8}\,n\log_2n-23\,n .
$$

The remainder comes from corrections of order $L$ in the $2^j$ touching squares, which add up to order $K$ per round. The separator count at $K=2^{20}$ gives $-22.9999$ for the constant.

The constant cannot be dropped at practical sizes. For $K=1024$ the logarithmic term is $77.5\,K^2$, and the constant removes 30% of it.

## Fill in three dimensions

For an interior cube of side $L$, to leading order, the three cuts of a round involve these sizes:

- one separator with $s=L^2$ and $b=6L^2$;
- two with $s=L^2/2$, in boxes $\frac L2\times L\times L$ with surface $b=4L^2$;
- four with $s=L^2/4$, in boxes $\frac L2\times\frac L2\times L$ with $b=\frac52L^2$.

With $F_{\rm sep}\simeq sb+s^2/2$, one round costs

$$
\left[\frac{13}{2}+2\left(2+\frac18\right)+4\left(\frac58+\frac1{32}\right)\right]L^4
=\frac{107}{8}L^4 .
$$

Summing $8^j(K/2^j)^4=K^4/2^j$ gives $\frac{107}{4}K^4$ if all cubes are interior.

For a cube touching a domain face, the missing area times $s$ is $L^4$ at the first cut. At the second cut the loss is $\frac12L^4$: either one half touches with area $L^2$, or both touch with area $L^2/2$. At the third cut it is $\frac14L^4$: either two quarters touch with area $L^2/2$, or all four with area $L^2/4$. The sum is $\frac74L^4$ for every orientation of the face. There are six faces with $4^j$ touching cubes each, so the total loss is

$$
6\cdot\frac74K^4\sum_j\frac{4^j}{16^j}=6\cdot\frac74\cdot\frac43K^4=14K^4 ,
$$

and

$$
F\simeq\left(\frac{107}{4}-14\right)K^4=\frac{51}{4}\,n^{4/3}.
$$

Terms smaller by one power of $L$ contribute $8^j(K/2^j)^3=K^3$ per round. The relative correction is therefore of order $(\log K)/K$, which dies out slowly.

## Work in two dimensions

The work is not linear in $b$, so squares must be sorted by their surroundings. Let a unit square have shell on $p$ of its two sides parallel to the first cut and on $q$ of the other two. The first separator has $s=1$, $b=p+q$. A half with $p'$ shell sides of unit length has $s=\frac12$, $b=p'+\frac q2$. The cut itself supplies one such side to each half, so the two values of $p'$ are $(1,1)$, $(1,2)$, $(2,2)$ for $p=0,1,2$. The work of one round is

$$
w_{pq}=g(1,p+q)+\sum_{p'}g\!\left(\tfrac12,\,p'+\tfrac q2\right).
$$

Inserting the numbers,

$$
\begin{aligned}
w_{00}&=\tfrac16+2\cdot\tfrac{19}{48}=\tfrac{23}{24}, &
w_{11}&=\tfrac{19}{6}+\tfrac{37}{48}+\tfrac{91}{48}=\tfrac{35}{6},\\
w_{12}&=\tfrac{37}{6}+\tfrac{61}{48}+\tfrac{127}{48}=\tfrac{121}{12}, &
w_{21}&=\tfrac{37}{6}+2\cdot\tfrac{91}{48}=\tfrac{239}{24},\\
w_{22}&=\tfrac{61}{6}+2\cdot\tfrac{127}{48}=\tfrac{371}{24}.
\end{aligned}
$$

Let $W_{pq}$ be the work summed over all later rounds as well. A square of half the side costs $1/8$ as much. An interior square has four interior children, so $W_{22}=w_{22}+\frac48W_{22}$ and $W_{22}=\frac{371}{12}$. A $(1,2)$ square has two children of its own kind and two interior ones:

$$
W_{12}=w_{12}+\frac{W_{12}+W_{22}}4
\;\Rightarrow\;
W_{12}=\frac43\left(\frac{121}{12}+\frac{371}{48}\right)=\frac{95}{4}.
$$

In the same way $W_{21}=\frac43\left(\frac{239}{24}+\frac{371}{48}\right)=\frac{283}{12}$. A corner square $(1,1)$ has one child of each of the four kinds:

$$
W_{11}=\frac87\left[\frac{35}{6}+\frac18\left(\frac{95}{4}+\frac{283}{12}+\frac{371}{12}\right)\right]=\frac{1499}{84}.
$$

The whole domain has no shell, and its four children are corner squares:

$$
W\simeq\left(w_{00}+\frac48W_{11}\right)K^3
=\left(\frac{23}{24}+\frac{1499}{168}\right)K^3=\frac{415}{42}\,n^{3/2}.
$$

The coefficient is 9.88. Treating every square as interior would give 30.9, about three times too much.

## Work in three dimensions

With the interior sizes listed above, one round costs

$$
\frac{7^3-6^3}{6}+2\,\frac{(9/2)^3-4^3}{6}+4\,\frac{(11/4)^3-(5/2)^3}{6}
=\frac{127}{6}+\frac{217}{24}+\frac{331}{96}=\frac{1077}{32}
$$

in units of $L^6$. The sum over rounds multiplies this by $1/(1-\frac18)=\frac87$. Since missing shell can only lower the work, $W\simeq c\,n^2$ with $c<\frac{1077}{28}\approx38.5$.

A lower bound follows from the first round alone. The full cube has $b=0$. Each half has one shell face of area 1, and each quarter has two of area $\frac12$, so $b=1$ in both cases:

$$
c>g(1,0)+2g\!\left(\tfrac12,1\right)+4g\!\left(\tfrac14,1\right)
=\frac16+\frac{19}{24}+\frac{61}{96}=\frac{51}{32}\approx1.59 .
$$

These bounds establish the exponent. The value comes from the separator count, which gives $c=3.485$ at $K=2^{20}$. It lies far below the upper bound because the largest boxes, which dominate the work, are those with the most missing shell. The first round costs $1.59\,K^6$ instead of the interior value $33.7\,K^6$. The first two rounds supply $1.594+1.488=3.082$, or 88% of the total.

## Comparison with band ordering

In row-by-row numbering, the farthest later neighbour of a point is $\beta$ places ahead, with $\beta=(K-1)+1$ in two dimensions and $\beta=(K-1)^2+(K-1)+1$ in three. Elimination fills most of the band between. Columns are shorter near the ends of the band and for some points at the edges of the grid. Counting every column as full gives

$$
F_{\rm band}\approx n(\beta+1),\qquad W_{\rm band}\approx\frac{n\beta(\beta+1)}{2}.
$$

These are upper estimates. Graph elimination at $K=64$ in two dimensions and $K=16$ in three confirmed that they are high by a relative amount below about $3/K$. They scale as $n^{3/2}$ and $n^2$ in two dimensions, and as $n^{5/3}$ and $n^{7/3}$ in three.

Now take 16 bytes per entry and a chosen rate of $10^{10}$ complex multiply-subtract pairs per second. The times are arithmetic estimates that leave out data movement.

**Two dimensions, $K=1024$, $n=1\,046\,529$.** The formula gives

$$
F\approx1024^2\,(77.5-23)=5.71\times10^7,
$$

within 0.1% of the count, $5.72\times10^7$. This takes 0.92 GB. The work is $1.04\times10^{10}$ pairs, or 1.0 s. The band needs $1.07\times10^9$ entries, 17 GB, and 55 s. Dissection saves a factor 19 in storage and 53 in work.

**Three dimensions, $K=128$, $n=2\,048\,383$.** The count gives $2.94\times10^9$ entries, or 47 GB, and $1.42\times10^{13}$ pairs, or 1420 s. The band needs about 530 GB and $2.7\times10^4$ s, more by factors of 11 and 19. Here the leading formula $\frac{51}{4}K^4=3.42\times10^9$ exceeds the counted fill by 16%, in line with a correction of order $(\log K)/K$.

With only twice as many unknowns as the planar grid, the cubic one needs 51 times the storage and about 1400 times the work. Separator size, not matrix size, makes the difference.

Doubling $K$ from these values gives local exponents in $n$ of 1.507 and 2.007 for the work, close to $3/2$ and 2. The three-dimensional fill gives 1.357, slightly above $4/3$, because the count approaches its leading form from below. The planar fill gives 1.095. This is the logarithm at work: doubling $K$ raises the bracket from 54.5 to 62.25, which adds $\ln(62.25/54.5)/\ln4=0.096$ to the exponent 1. A power-law fit over such a range would suggest a power that does not exist.

## Where the estimates change

**Nearest-neighbour coupling.** Removing the diagonal couplings removes paths, so the fill cannot grow. At $K=128$ in two dimensions the fill is 0.88 and the work 0.91 of the compact values; at $K=32$ in three dimensions the ratios are about 0.85 and 0.86. The exponents survive. The halves of a box are still connected and touch every separator point, so each separator still becomes a dense block with at least $s^2/2$ entries and $s^3/6$ operations to leading order. In two dimensions this alone gives $\left(\frac12+2\cdot\frac18\right)K^2=\frac34K^2$ entries per round, and hence the logarithm.

**Several orbitals per point.** Let each point carry $q$ orbitals, all coupled to one another and to all orbitals on the adjacent points. Then $s$ and $b$ are both multiplied by $q$. The leading fill per separator grows by $q^2$ and the work by $q^3$, at a fixed number of grid points.

**Flat or elongated domains.** The three-dimensional laws assume comparable sides. In a slab of fixed thickness $h$ much smaller than its width, the sequence of cuts should be changed: cut only across the two wide directions until the boxes are about $h$ wide, and only then along all three axes. A cut parallel to the slab at an earlier stage would have of order $L^2$ points. With the changed sequence the large separators have about $hL$ points. The two-dimensional scaling in the width then returns, with the fill multiplied by a factor of order $h^2$ and the work by $h^3$.

**Complex Hamiltonians.** All counts above store one triangular factor, which suffices because $H-z$ is symmetric for real symmetric $H$. If $H$ is complex Hermitian, as in a magnetic field, $H-z$ is not symmetric. Both $L$ and $U$ must then be stored and the full $\eta_j\times\eta_j$ block updated, which about doubles storage and work and leaves the exponents unchanged.

**Long-range coupling.** If $H$ couples all pairs of points, no plane separates anything. The factor is dense, with $n^2/2$ entries and $n^3/6$ operations to leading order, for any numbering.

**Other orderings.** The coefficients belong to this sequence of cuts. They are not the smallest possible. Since $W_{21}<W_{12}$, cutting every edge square first perpendicular to the domain edge replaces $W_{12}$ by $W_{21}$, gives $W_{11}=\frac{1497}{84}$, and lowers the planar work coefficient from $\frac{415}{42}=\frac{830}{84}$ to $\frac{829}{84}$. Row exchanges made for numerical stability would also alter the numbering and can increase the fill.

The separator counts used in the worked example are listed in the numerical output below.

## Table of computed values

```
Numerical LDL^T: d, K, n, fill, work, max residual
  2 16 225 2778 18774 2.0e-15
  3 8 343 12033 252674 8.1e-15
Graph elimination: d, K, fill, work; nearest/compact ratios
  2 32 17666 210646; fill 0.837, work 0.795
  2 128 518578 18073734; fill 0.878, work 0.908
  3 8 12033 252674; fill 0.745, work 0.645
  3 32 8376197 2754236950; fill 0.855, work 0.860
Interior round d=2: fill 31/4 = 7.7500, work 371/24 = 15.4583
  work bound, all rounds: 371/12 = 30.9167
Interior round d=3: fill 107/8 = 13.3750, work 1077/32 = 33.6562
  work bound, all rounds: 1077/28 = 38.4643
One-round work w00,w11,w12,w21,w22: 23/24, 35/6, 121/12, 239/24, 371/24
Summed work W11=1499/84, W12=95/4, W21=283/12, W22=371/12
  W00=415/42 = 9.88095
Exact count at K=1048576:
  2D fill/K^2 - (31/4)log2 K = -22.9999
  2D work/K^3 = 9.88049
  3D fill/K^4 = 12.74930
  3D work/K^6 = 3.48482
2D fill/K^2, rounds 0-5: 1.7500 4.7500 6.2500 6.9999 7.3748 7.5622
2D work/K^3, rounds 0-5: 0.9583 2.9167 2.5833 1.6022 0.8824 0.4620
3D fill/K^4, rounds 0-5: 2.8750 4.0625 2.6875 1.5078 0.7949 0.4077
3D work/K^6, rounds 0-5: 1.5937 1.4883 0.3406 0.0537 0.0074 0.0010
Example: 16 bytes/entry, 1e+10 pairs/s
2D grid: K=1024, n=1046529
  nested: fill 5.7204e+07, memory 0.915 GB
    work 1.0361e+10 pairs, time 1.036 s
  band: fill 1.0727e+09, memory 17.163 GB
    work 5.4922e+11 pairs, time 54.922 s
  band/nested: fill 18.75, work 53.01
  local exponents in n, K to 2K: fill 1.0947, work 1.5066
  asymptotic fill / exact fill = 0.9990
3D grid: K=128, n=2048383
  nested: fill 2.9401e+09, memory 47.042 GB
    work 1.4203e+13 pairs, time 1420.321 s
  band: fill 3.3303e+10, memory 532.842 GB
    work 2.7070e+14 pairs, time 27070.027 s
  band/nested: fill 11.33, work 19.06
  local exponents in n, K to 2K: fill 1.3574, work 2.0069
  asymptotic fill / exact fill = 1.1641
```
